\section*{Why the massive Dirac equation needs four components}

\section{What goes wrong with two components}

Suppose a free electron is given a two-component wave function and the Hamiltonian
\begin{equation}
H_2=c\,\boldsymbol\sigma\cdot\mathbf p+mc^2\sigma_3 ,
\label{trial}
\end{equation}
where $\sigma_1,\sigma_2,\sigma_3$ are the Pauli matrices. It is linear in momentum, Hermitian, and gives $\pm mc^2$ at rest. Yet at a wavenumber of $200$ Å$^{-1}$ its positive level is $905653$ eV for motion along $+z$ and $116345$ eV along $-z$. The relativistic energy is $645656$ eV in both directions. The first value is 40\% too high and the second 82\% too low, relative to the correct energy. For motion along $x$ the trial is right, so a check in that direction alone would not reveal the fault.

The cause is algebraic: the mass term needs a fourth matrix that anticommutes with three others, and two-by-two matrices have no room for it.

\section{What the energy relation demands}

Atomic units are used in the algebra ($\hbar=m_e=e=1$), with the mass $m>0$ kept visible. Consider
\begin{equation}
i\,\partial_t\psi=H\psi,\qquad
H=c\sum_{i=1}^{3}\alpha_i p_i+\beta mc^2 ,
\label{dirac}
\end{equation}
in three space dimensions, where $\alpha_i$ and $\beta$ are constant Hermitian $N\times N$ matrices acting linearly on $\psi$. Every plane wave is required to satisfy $E^2=c^2p^2+m^2c^4$.

For fixed $\mathbf p$, $H$ is a Hermitian matrix whose eigenvalues all have the same square. Hence $H^2$ is that square times the unit matrix. Multiplying out, with the order of the matrices kept, gives
\begin{align}
H^2={}&\frac{c^2}{2}\sum_{i,j}p_ip_j(\alpha_i\alpha_j+\alpha_j\alpha_i)
+mc^3\sum_i p_i(\alpha_i\beta+\beta\alpha_i)\nonumber\\
&+m^2c^4\beta^2
=(c^2p^2+m^2c^4)\,1 .
\end{align}
The first sum was symmetrized because $p_ip_j=p_jp_i$. The equality holds for all $\mathbf p$, so the coefficients of each power must agree:
\begin{equation}
\{\alpha_i,\alpha_j\}=2\delta_{ij},\qquad
\{\alpha_i,\beta\}=0,\qquad \beta^2=1,
\label{algebra}
\end{equation}
with $\{A,B\}=AB+BA$. A nonzero mass therefore requires four mutually anticommuting matrices of square one.

\section{Why two and three components fail}

A Hermitian matrix of square one has eigenvalues $\pm1$. To find how many there are of each, multiply $\alpha_i\beta=-\beta\alpha_i$ from the left by $\beta$, which gives $\alpha_i=-\beta\alpha_i\beta$. The cyclic property of the trace then yields
\begin{equation}
\operatorname{Tr}\alpha_i=-\operatorname{Tr}(\beta\alpha_i\beta)
=-\operatorname{Tr}(\alpha_i\beta^2)=-\operatorname{Tr}\alpha_i=0 .
\end{equation}
In the same way $\beta=-\alpha_1\beta\alpha_1$ gives $\operatorname{Tr}\beta=0$. The eigenvalues $+1$ and $-1$ occur equally often, so $N$ is even. This excludes one and three components, but not two.

To exclude two, call the four matrices $A_1,\dots,A_4$. From \eqref{algebra},
\begin{equation}
\operatorname{Tr}(A_aA_b)=\tfrac12\operatorname{Tr}\{A_a,A_b\}=N\delta_{ab}.
\label{gram}
\end{equation}
Suppose that $x_0 1+\sum_a x_aA_a=0$ for some numbers $x_0,x_a$. The trace gives $Nx_0=0$. Multiplying by $A_b$ and then taking the trace gives $Nx_b=0$. All coefficients vanish, so the unit matrix and the four $A_a$ are five linearly independent matrices. A two-by-two matrix has four entries, so at most four such matrices can be independent. The unit matrix and three Pauli matrices already fill the space.

``Only three anticommuting two-by-two matrices exist'' thus means that at most three can anticommute mutually and have square one. The particular three are not unique, since a change of basis gives another set.

A numerical search that uses none of this reasoning agrees. It minimizes the summed squared entries of $\{A_a,A_b\}-2\delta_{ab}$ over all ordered pairs of four Hermitian matrices. The smallest values found are $8$ for $N=2$, $17.7$ for $N=3$, and zero to rounding for $N=4$. The proof rests on the argument above, not on the search.

\section{Where the mass goes in two components}

Three anticommuting Hermitian two-by-two matrices of square one are traceless, so $\alpha_i=\sum_jR_{ij}\sigma_j$ with real $R_{ij}$. Equation \eqref{gram} makes $R$ orthogonal. Any constant Hermitian term can be written $\mu_0+\boldsymbol\mu\cdot\boldsymbol\sigma$, and the most general trial with the correct massless part is
\begin{equation}
H=\mu_0+\mathbf v\cdot\boldsymbol\sigma,\qquad
\mathbf v=cR^{\mathsf T}\mathbf p+\boldsymbol\mu .
\end{equation}
Since the Pauli matrices anticommute and have square one, $(\mathbf v\cdot\boldsymbol\sigma)^2=v^2$. This matrix is also traceless, so its eigenvalues are $\pm v$ and
\begin{equation}
E=\mu_0\pm\left|cR^{\mathsf T}\mathbf p+\boldsymbol\mu\right| .
\label{shift}
\end{equation}
The constant term shifts the origins of energy and momentum. It opens no gap: the two levels meet at $\mathbf p=-R\boldsymbol\mu/c$.

For the trial \eqref{trial}, $R=1$, $\mu_0=0$ and $\boldsymbol\mu=(0,0,mc^2)$. With $\theta$ the angle between $\mathbf p$ and the $z$ axis, the positive level is
\begin{equation}
E_2=\sqrt{c^2p^2+2mc^3p\cos\theta+m^2c^4}.
\label{angle}
\end{equation}
The middle term is the error. It vanishes for $\theta=90^\circ$, which explains the correct result along $x$.

\section{How large the error is}

For the electron $mc^2=510999$ eV, and the chosen wavenumber gives $cp=394654$ eV. In eV,
\begin{align}
E&=\sqrt{394654^2+510999^2}=645656,\\
E_2(+z)&=510999+394654=905653,\\
E_2(-z)&=510999-394654=116345 .
\end{align}
The correct energy equals $23727.4$ hartree.

At small momentum the fault is qualitative. Expanding the correct energy gives $mc^2+p^2/2m$ to leading order, whereas along $z$ the trial gives $mc^2+cp_z$ for $p_z>-mc$. The spurious term is linear in momentum. Its size relative to the true kinetic energy is
\begin{equation}
\frac{cp}{p^2/2m}=\frac{2mc}{p},
\end{equation}
which grows without limit as $p\to0$. In a general direction the linear term is $cp\cos\theta$, so the trial has the correct nonrelativistic limit only for motion in the $xy$ plane.

For $p\gg mc$, expanding \eqref{angle} gives $E_2\simeq cp+mc^2\cos\theta$, while $E\simeq cp+m^2c^3/2p$. The leading relative error, $(mc/p)\cos\theta$, fades as the mass becomes unimportant.

The trial levels meet at $k_z=-258.961$ Å$^{-1}$, where $p_z=-mc$. The correct positive energy there is $\sqrt2\,mc^2=722662$ eV. The correct spectrum has a gap of $2mc^2=1021998$ eV at rest, and its levels are further apart at any other momentum.

\section{The missing partner}

The failure can also be read as a statement about handedness. Define
\begin{equation}
\Omega=-i\alpha_1\alpha_2\alpha_3 .
\end{equation}
Each $\alpha_i$ anticommutes with two factors of $\Omega$ and commutes with itself, so it commutes with $\Omega$. Moving the second $\alpha_1$ to the left past two matrices gives
\begin{equation}
\Omega^2=-\alpha_1\alpha_2\alpha_3\alpha_1\alpha_2\alpha_3
=-\alpha_2\alpha_3\alpha_2\alpha_3=\alpha_2^2\alpha_3^2=1 .
\end{equation}
The matrix $\beta$ anticommutes with all three factors, hence $\beta\Omega=-\Omega\beta$. The mass term turns states with $\Omega=+1$ into states with $\Omega=-1$, and conversely.

In two components the $\alpha_i$ and the unit matrix span all matrices. Since $\Omega$ commutes with all of them, it is a number, $+1$ or $-1$. Then $\beta\Omega=-\Omega\beta$ forces $\beta=0$: the state to which the mass should couple is absent.

More components do not help unless the two kinds balance. Take six components with $\alpha_i=\operatorname{diag}(\sigma_i,\sigma_i,-\sigma_i)$. Because $\sigma_1\sigma_2\sigma_3=i$, four components have $\Omega=+1$ and two have $\Omega=-1$. A matrix connecting these spaces has rank at most $2+2=4$, and a generic anticommuting matrix computed numerically has rank $4$. A matrix of square one would need rank $6$.

\section{What the four components count}

Let $S=-i\alpha_1\alpha_2$. It is Hermitian, because $S^\dagger=i\alpha_2\alpha_1=S$, and $S^2=-\alpha_1\alpha_2\alpha_1\alpha_2=1$. It commutes with $\beta$, which passes two anticommuting factors. The space therefore divides into four joint eigenspaces, labelled by $\beta=\pm1$ and $S=\pm1$.

Two invertible matrices connect them:
\begin{itemize}
\item $\alpha_3$ anticommutes with $\beta$ and commutes with $S$, so it reverses $\beta$ and keeps $S$.
\item $\alpha_1\alpha_3$ commutes with $\beta$. Since $\alpha_1S=-i\alpha_2=-S\alpha_1$ and $\alpha_3$ commutes with $S$, it reverses $S$ and keeps $\beta$.
\end{itemize}
All four eigenspaces thus have the same dimension $d\geq1$, and $N=4d$. The number of components must be a multiple of four.

At rest $H=\beta mc^2$, so $\beta$ is the sign of the energy. To identify $S$, use $S\alpha_1=i\alpha_2=-\alpha_1S$ and $S\alpha_2=-i\alpha_1=-\alpha_2S$:
\begin{equation}
[S/2,\alpha_1]=i\alpha_2,\qquad [S/2,\alpha_2]=-i\alpha_1 .
\end{equation}
The orbital angular momentum $L_z=xp_y-yp_x$ obeys $[L_z,p_x]=ip_y$ and $[L_z,p_y]=-ip_x$. Therefore
\begin{align}
[L_z+S/2,\;\alpha_1p_x+\alpha_2p_y]
={}&i\alpha_1p_y-i\alpha_2p_x\nonumber\\
&+i\alpha_2p_x-i\alpha_1p_y=0 .
\end{align}
Both $L_z$ and $S$ commute with $\alpha_3p_z$ and $\beta$, so $L_z+S/2$ is conserved. The part $S/2$, with values $\pm\tfrac12$, is the spin component along $z$. Four is two signs of the energy times two spin directions. For $\mathbf p\neq0$ the term $\alpha_ip_i$ mixes $\beta=\pm1$, so $\beta$ alone no longer labels the sign of the energy.

Four components are also enough. In two-by-two blocks, choose
\begin{equation}
\alpha_i=\begin{pmatrix}0&\sigma_i\\ \sigma_i&0\end{pmatrix},\qquad
\beta=\begin{pmatrix}1&0\\0&-1\end{pmatrix}.
\label{standard}
\end{equation}
Then $\alpha_i\alpha_j=\operatorname{diag}(\sigma_i\sigma_j,\sigma_i\sigma_j)$, which gives $\{\alpha_i,\alpha_j\}=2\delta_{ij}$, and
\begin{equation}
\alpha_i\beta=\begin{pmatrix}0&-\sigma_i\\ \sigma_i&0\end{pmatrix}=-\beta\alpha_i .
\end{equation}
Since $H$ is traceless and $H^2=E^2$, each sign of the energy occurs twice. In the example the levels are $\pm645656$ eV, each twice, in all three directions.

\section{When fewer components suffice}

Four components are not needed in the following cases.

\emph{No mass.} Without $\beta$ only three matrices are needed, and $H=\pm c\,\boldsymbol\sigma\cdot\mathbf p$ gives $E=\pm cp$ with two components.

\emph{Motion in a plane.} Two momentum components need two $\alpha$ matrices. Then $\sigma_1,\sigma_2$ and $\sigma_3$ serve as $\alpha_1,\alpha_2$ and $\beta$.

\emph{No linearity in momentum.} The operator $\sqrt{c^2p^2+m^2c^4}$ gives the positive energies with any number of components, but it is not of the form \eqref{dirac}.

\emph{An antilinear mass term.} Consider
\begin{equation}
i\partial_t\psi=c\,\boldsymbol\sigma\cdot\mathbf p\,\psi+mc^2\chi,
\qquad \chi=\sigma_2\psi^* .
\label{antilinear}
\end{equation}
Take the complex conjugate, with $\mathbf p^*=-\mathbf p$ and $\sigma_2^*=-\sigma_2$, and multiply by $\sigma_2$. Since $\sigma_2\sigma_i^*\sigma_2=-\sigma_i$, the result is
\begin{equation}
i\partial_t\chi=-c\,\boldsymbol\sigma\cdot\mathbf p\,\chi+mc^2\psi .
\end{equation}
Applying $i\partial_t+c\,\boldsymbol\sigma\cdot\mathbf p$ to $(i\partial_t-c\,\boldsymbol\sigma\cdot\mathbf p)\psi=mc^2\chi$ now gives
\begin{equation}
\left[(i\partial_t)^2-c^2p^2\right]\psi=m^2c^4\psi ,
\end{equation}
the correct energy relation with two complex components. The conjugate field supplies the partner of opposite handedness. The price is phase symmetry: under $\psi\to e^{i\theta}\psi$ the mass term acquires $e^{-i\theta}$ while the other terms acquire $e^{i\theta}$. This matters for a charged particle. A constant potential energy $V$, added as $V\psi$, should only multiply $\psi$ by $e^{-iVt}$. The mass term in \eqref{antilinear} does not allow this, so the equation cannot describe the electron.

\section{What to check in practice}

For a proposed set of matrices, test all the relations \eqref{algebra}; eigenvalues $\pm1$ and zero traces are not sufficient. For a proposed Hamiltonian of the form \eqref{dirac}, compare all levels with the relativistic energy at rest, at $\mathbf p$ and $-\mathbf p$ along three perpendicular axes, and along a diagonal between each pair of axes. The trial \eqref{trial} passes every test confined to the $xy$ plane. The diagonals matter too: a set with $\alpha_2=\alpha_1$ that obeys the other relations gives correct energies along all three coordinate axes, but for $\mathbf p=(q,q,0)$ it gives $E^2=4c^2q^2+m^2c^4$ instead of $2c^2q^2+m^2c^4$. For a charged massive particle in three dimensions, described by an equation of the form \eqref{dirac}, start from \eqref{standard}. The values used here are listed in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
Search for four anticommuting matrices, summed squared defect
  N = 2: smallest defect found = 8
  N = 3: smallest defect found = 17.7
  N = 4: smallest defect found = 1.91e-30
Independent matrices among 1, alpha, beta: 5
Dimension of the space of 2x2 matrices: 4
Joint eigenspace dimensions (beta,S) = ++,+-,-+,--: 1 1 1 1
Rank of a generic matrix anticommuting with alpha = diag(+-sigma)
  N = 2, handedness +: rank 0
  N = 4, handedness ++: rank 0
  N = 4, handedness +-: rank 4
  N = 6, handedness ++-: rank 4
  N = 6, handedness +++: rank 0
Speed of light: 137.035999 atomic units
Electron rest energy: 510999.0 eV
Gap at rest, four components: 1021997.9 eV
Chosen wavenumber: 200.0 1/angstrom
c p at this wavenumber: 394654.0 eV
Four-component levels along +z: -645656.0 -645656.0 645656.0 645656.0 eV
Positive energy, converted: 23727.421 hartree
Positive level along +z: four components 645656.0 eV, two components 905652.9 eV
Positive level along -z: four components 645656.0 eV, two components 116345.0 eV
Positive level along +x: four components 645656.0 eV, two components 645656.0 eV
Two-component levels touch at k_z = -258.961 1/angstrom
Two-component gap there: 0.0 eV
True positive energy there: 722661.6 eV
\end{verbatim}
